# Born effective charges of an insulating cell with net charge

A periodic cell of volume $\Omega$ contains ions of charge $Z_\kappa$ at positions $\mathbf R_\kappa$ and $N$ electrons, with

$$q=\sum_\kappa Z_\kappa-N\neq 0 .$$

A uniform background of density $-q/\Omega$, fixed in space, neutralises the cell. The electrons fill $n_b=N/2$ bands in pairs, with a gap above them. They are treated in a mean field whose potential depends on nothing but the ions, the electron density and the background. Hartree atomic units are used, so the electron has charge $-1$ and charges are in units of $e$.

The Born effective charge of ion $\kappa$ is

$$Z^*_{\kappa,\alpha\beta}=\frac{\partial d_\alpha}{\partial R_{\kappa\beta}}\bigg|_{\boldsymbol{\mathcal E}=0},\qquad \mathbf d=\Omega\mathbf P ,$$

where $\mathbf P$ is the polarisation and $\boldsymbol{\mathcal E}$ the macroscopic field, that is, the total, already screened, field averaged over a cell. The cell shape is fixed. In a neutral crystal these charges sum to zero over the atoms. The problem is to find what replaces that rule here.

## (a) The background and the meaning of the dipole

**How does the uniform background enter the Hamiltonian, and is $\mathbf d$ well defined when $q\ne0$?**

*Solution.* Write the charge density as a Fourier series. A uniform density has a $\mathbf G=0$ component and no other. There it cancels the net charge of ions and electrons:

$$\rho(\mathbf G=0)=\sum_\kappa Z_\kappa-N-q=0 .$$

The background therefore leaves every Coulomb term with $\mathbf G\neq0$ untouched, and the $\mathbf G=0$ term is dropped. What could survive at $\mathbf G=0$ is a macroscopic field, which is set to zero by convention, and a constant potential $C$. The constant changes the energy by $C(\sum_\kappa Z_\kappa-N-q)=0$.

The dipole of ions and electrons is $\mathbf d=\sum_\kappa Z_\kappa\mathbf R_\kappa-\mathbf X_{\rm el}$, where $\mathbf X_{\rm el}$ is the summed position of the electrons of one cell. The fixed background would add a constant, which is left out. If the origin is moved to $\mathbf r_0$, all positions fall by $\mathbf r_0$ and

$$\mathbf d\to\mathbf d-\Big(\sum_\kappa Z_\kappa-N\Big)\mathbf r_0=\mathbf d-q\,\mathbf r_0 .$$

So the value of $\mathbf d$ depends on the origin. It also jumps, by the reassigned charge times a lattice vector, if an ion or an electron pair is assigned to a neighbouring cell instead. Neither ambiguity touches the derivative, provided that the origin is held fixed and $\mathbf d$ is followed continuously. Born charges are thus meaningful in a charged cell although its dipole has no absolute value.

## (b) The electronic dipole under a rigid shift

**Take one dimension and cell length $L$. Express the electronic position through the Bloch states, and find its change when all ions are moved by $s$ while the background stays.**

*Solution.* Let $\psi_k=e^{ikx}u_k$, with $u_k$ normalised in one cell and $\psi_{k+2\pi/L}=\psi_k$. For a single band the Wannier function is $w=(L/2\pi)\int\psi_k\,dk$ over the Brillouin zone. Since $x\,e^{ikx}=-i\,\partial_k e^{ikx}$, integration by parts gives

$$x\,w=\frac{L}{2\pi}\int e^{ikx}\,i\partial_k u_k\,dk ;$$

the boundary term vanishes because $\psi_k$ is periodic in $k$. With $\langle\psi_k|\psi_{k'}\rangle=(2\pi/L)\,\delta(k-k')$, the centre is

$$\langle w|x|w\rangle=\frac{L}{2\pi}\int\langle u_k|i\partial_ku_k\rangle\,dk .$$

On a mesh of $J$ points with spacing $\Delta=2\pi/(JL)$, the overlap of neighbours is $\langle u_k|u_{k+\Delta}\rangle\approx\exp(-i\Delta\langle u_k|i\partial_ku_k\rangle)$. The phases of the links therefore add up to $-2\pi/L$ times the centre. For $n_b$ bands the overlap becomes a matrix, and the sum of centres is

$$X=-\frac{L}{2\pi}\,\mathrm{Im}\ln\prod_{k}\det S_k,\qquad (S_k)_{mn}=\langle u_{mk}|u_{n,k+\Delta}\rangle .$$

Each state occurs once as a bra and once as a ket, so arbitrary phases and rotations among the filled bands cancel. Two spins give $X_{\rm el}=2X$. That the change of this quantity is the electronic part of the polarisation change is adopted here as the definition.

Now move the ions by $s$. By part (a) the background contributes no potential that could stay behind. The mean-field potential belonging to the shifted ions and shifted density is the old potential shifted by $s$, so the new self-consistent states are $\psi'_k(x)=\psi_k(x-s)$. Their periodic parts are

$$u'_k(x)=e^{-ikx}\psi_k(x-s)=e^{-iks}u_k(x-s).$$

The overlap integral over a cell is unaffected by the shift of the integration variable. The prefactors remain:

$$\langle u'_{mk}|u'_{n,k+\Delta}\rangle=e^{iks}e^{-i(k+\Delta)s}\langle u_{mk}|u_{n,k+\Delta}\rangle=e^{-i\Delta s}(S_k)_{mn}.$$

The determinant of an $n_b\times n_b$ matrix gains $e^{-in_b\Delta s}$. The link across the zone edge behaves in the same way, because $\psi'_k$ is again periodic in $k$. The $J$ links together gain $e^{-in_bJ\Delta s}=e^{-2\pi i n_bs/L}$, so that

$$X\to X+n_bs,\qquad X_{\rm el}\to X_{\rm el}+2n_bs=X_{\rm el}+Ns .$$

No limit $J\to\infty$ was taken in this last step. For the link-product formula the result holds on any finite mesh on which the determinants do not vanish, even one too coarse to give accurate individual Born charges. This is a property of that formula. If the response is instead computed from analytic $k$ derivatives (linear response), the $f$-sum rule gives $\partial X/\partial s=n_b-\langle\sum_n\partial_k^2\epsilon_{nk}\rangle$, with $\epsilon_{nk}$ the filled band energies and the average taken over the mesh. The last term vanishes only when the mesh is converged.

## (c) The sum over atoms

**Deduce $\sum_\kappa Z^*_{\kappa,\alpha\beta}$ in three dimensions.**

*Solution.* For a shift by a vector $\mathbf s$ the same steps give a factor $e^{-i\Delta\mathbf k\cdot\mathbf s}$ per band and link. A string of links along the reciprocal vector $\mathbf b_i$ collects the phase $-n_b\,\mathbf b_i\cdot\mathbf s$. The electronic position $\mathbf X$ per spin is defined by $\mathbf b_i\cdot\mathbf X=-(\text{phase averaged over strings})$, so $\mathbf b_i\cdot\delta\mathbf X=n_b\,\mathbf b_i\cdot\mathbf s$ for $i=1,2,3$. The three $\mathbf b_i$ are linearly independent, hence $\delta\mathbf X=n_b\mathbf s$. Adding the ions,

$$\delta\mathbf d=\sum_\kappa Z_\kappa\mathbf s-N\mathbf s=q\,\mathbf s .$$

For small $\mathbf s$ the same change is the sum of the effects of the separate displacements, $\delta d_\alpha=\sum_\beta\sum_\kappa Z^*_{\kappa,\alpha\beta}s_\beta$. Since $\mathbf s$ is arbitrary,

$$\boxed{\;\sum_\kappa Z^*_{\kappa,\alpha\beta}=q\,\delta_{\alpha\beta}\;}$$

For $q=0$ the neutral rule returns. The off-diagonal elements still cancel between the atoms, because a shift along $y$ transports no charge along $x$.

The derivation needs a gap, so that filled bands and a continuous $\mathbf d$ exist. It does not need the excess charge to sit on a particular atom, nor the ions to be in equilibrium. It fails for a metal, where the product over filled bands is not defined. If the cell is instead neutralised by altering the ion charges, the compensating charge moves with the ions; then $\sum_\kappa Z_\kappa=N$ and the sum is zero.

## (d) The same charges as forces

**Relate $Z^*$ to the force on an ion in a field, and find the total force on the ions of a cell. What does it imply for relaxation in a field?**

*Solution.* In a small field the insulating state makes the enthalpy stationary with respect to the states $\psi$:

$$\Phi(\mathbf R,\boldsymbol{\mathcal E})=\operatorname*{stat}_{\psi}\big\{U[\psi,\mathbf R]-\boldsymbol{\mathcal E}\cdot\mathbf d[\psi,\mathbf R]\big\},$$

with $U$ the energy functional without field. Because $\Phi$ is stationary in $\psi$, its first derivatives come from the explicit dependences alone: $\partial\Phi/\partial\mathcal E_\alpha=-d_\alpha$, while the force is $F_{\kappa\beta}=-\partial\Phi/\partial R_{\kappa\beta}$. Equality of the mixed second derivatives gives

$$\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha}=-\frac{\partial^2\Phi}{\partial\mathcal E_\alpha\,\partial R_{\kappa\beta}}=\frac{\partial d_\alpha}{\partial R_{\kappa\beta}}=Z^*_{\kappa,\alpha\beta}.$$

Now shift the ions and the states together by $\mathbf s$. The functional $U$ is unchanged and $\mathbf d$ grows by $q\mathbf s$, whatever the filled-band states are. Stationary states go over into stationary states, and

$$\Phi(\mathbf R+\mathbf s,\boldsymbol{\mathcal E})=\Phi(\mathbf R,\boldsymbol{\mathcal E})-q\,\boldsymbol{\mathcal E}\cdot\mathbf s
\quad\Rightarrow\quad \sum_\kappa\mathbf F_\kappa=q\,\boldsymbol{\mathcal E}.$$

This agrees with part (c) and holds at finite field as long as the insulating stationary state exists. In mechanical terms, the field pulls the ions with $\sum_\kappa Z_\kappa\boldsymbol{\mathcal E}$ and the electrons with $-N\boldsymbol{\mathcal E}$. The electrons are at rest, so they hand their share on to the ions. The background feels $-q\boldsymbol{\mathcal E}$, which is taken up by whatever holds it fixed.

A charged cell in a field therefore has no geometry in which all forces vanish. A relaxation needs a constraint that prevents a rigid drift. A simple choice is to hold a weighted mean position $\sum_\kappa w_\kappa\mathbf R_\kappa$ fixed, with $\sum_\kappa w_\kappa=1$. Stationarity under this constraint means $\mathbf F_\kappa=w_\kappa\boldsymbol\lambda$, and summation over $\kappa$ gives $\boldsymbol\lambda=q\boldsymbol{\mathcal E}$. The forces left at the end are $w_\kappa q\boldsymbol{\mathcal E}$, so the relaxed structure depends on the weights. Pinning one atom and fixing the centre of mass are different physical situations.

## (e) Where the missing charge is

**Treat the background as one more sublattice. What is its Born charge, and what changes if the background is not uniform?**

*Solution.* Let the background be displaced by $\mathbf s$ as well, and count its dipole in $\mathbf d$. The whole system then moves rigidly, and

$$\delta\mathbf d=\Big(\sum_\kappa Z_\kappa-N-q\Big)\mathbf s=0\quad\Rightarrow\quad\sum_\kappa Z^*_\kappa+Z^*_{\rm b}=0 .$$

The neutral rule survives if every charge is counted. Moving a uniform background alone carries the charge $-q$ and changes no potential, so the electrons do not respond and $Z^*_{\rm b}=-q\,\mathbb 1$. This returns the rule of part (c).

Suppose instead that in one dimension the background is corrugated,

$$\rho_{\rm b}(x)=-\frac qL\left[1+c\cos\frac{2\pi(x-x_{\rm b})}{L}\right].$$

Its displacement now moves a potential through the electrons, and

$$Z^*_{\rm b}=-q-\frac{\partial X_{\rm el}}{\partial x_{\rm b}},\qquad \sum_\kappa Z^*_\kappa=q+\frac{\partial X_{\rm el}}{\partial x_{\rm b}} .$$

The atomic sum is in general no longer $q$. Uniformity is thus a real condition, and another non-uniform potential fixed in space will in general spoil the rule by the same mechanism.

## (f) The rule for the force constants

**Does $\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=0$, with $C_{\kappa\alpha,\kappa'\beta}=-\partial F_{\kappa\alpha}/\partial R_{\kappa'\beta}$, also change? Compare fixed $\boldsymbol{\mathcal E}$ with fixed displacement field $\mathbf D$.**

*Solution.* At fixed $\boldsymbol{\mathcal E}$, differentiate the relation for $\Phi(\mathbf R+\mathbf s)$ in part (d) with respect to $\mathbf R_\kappa$. The term $q\boldsymbol{\mathcal E}\cdot\mathbf s$ does not contain $\mathbf R_\kappa$, so $\mathbf F_\kappa(\mathbf R+\mathbf s)=\mathbf F_\kappa(\mathbf R)$. The derivative with respect to $s_\beta$ is

$$\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}=0 .$$

The acoustic rule for force constants is unchanged by $q$; the rule for Born charges is the one that changes.

At fixed $\mathbf D$ in three dimensions the result is different. Take an isotropic cell with clamped-ion dielectric constant $\varepsilon=1+4\pi\chi$, and start from $\boldsymbol{\mathcal E}=0$. A rigid shift of the ions gives, to first order, $\delta\mathbf P=q\mathbf s/\Omega+\chi\boldsymbol{\mathcal E}$. Since $\mathbf D=\boldsymbol{\mathcal E}+4\pi\mathbf P$ may not change,

$$0=(1+4\pi\chi)\,\boldsymbol{\mathcal E}+\frac{4\pi q\,\mathbf s}{\Omega}
\quad\Rightarrow\quad
\sum_\kappa\mathbf F_\kappa=q\boldsymbol{\mathcal E}=-\frac{4\pi q^2}{\varepsilon\,\Omega}\,\mathbf s .$$

The charged lattice is pulled back towards its place in the background. The force is quadratic in $q$ and vanishes in the neutral cell.

## (g) A charged cell in numbers

**Evaluate the Born charges of a one-dimensional model in several charge states and read the result.**

*Solution.* The cell has $L=8$ bohr and ions at $0$, $2.8$ and $5.0$ bohr. All charges interact through $1/\sqrt{x^2+a^2}$ with $a=0.5$ bohr, and the $G=0$ term is omitted. The electrons are treated at the self-consistent Hartree level, without exchange or correlation, in 29 plane waves and on 16 $k$ points. Each Born charge is a central difference of the dipole of part (b) for displacements of $\pm0.002$ bohr. The $k$ mesh is offset by half a step and contains neither $k=0$ nor the zone edge, where the band edges of a one-dimensional crystal lie, so the tabulated gaps are upper bounds on the true gaps, which are 0.1367, 0.1425 and 0.1752 hartree.

| Ion charges | $N$ | $q$ | Gap on the mesh (hartree) | $Z^*_1,\ Z^*_2,\ Z^*_3$ |
|---|---|---|---|---|
| 3, 1, 1 | 4 | $+1$ | 0.139 | $1.20683,\ -0.11146,\ -0.09537$ |
| 3, 1, 1 | 6 | $-1$ | 0.151 | $1.57776,\ -1.24388,\ -1.33388$ |
| 2, 1, 1 | 4 | $0$ | 0.178 | $-0.78528,\ 0.49255,\ 0.29273$ |

For the first row

$$1.20683-0.11146-0.09537=1.00000 ,$$

and the other rows sum to $-1.00000$ and $0.00000$. Five decimals are kept to show the cancellation, not because the single charges are that accurate. With 8 $k$ points the first row becomes $1.20373,\ -0.10947,\ -0.09426$. The values move by up to $0.003$, while the sum is again $1.00000$, as part (b) requires. The 16-point values still differ from the converged ones by up to $0.001$ in the first row and $0.003$ in the second.

Subtracting the ion charges leaves the electronic parts. For $q=+1$ they are $-1.793$, $-1.111$ and $-1.095$, which add up to $-4.000$ within rounding: the four electrons follow a rigid shift completely, but share their response unequally among the ions. Two more electrons change the Born charges by about $+0.37$, $-1.13$ and $-1.24$, together $-2.00$. The ion of charge 3 becomes more positive in this sense although the cell has become more negative. In the neutral cell the ion of charge 2 even has a negative Born charge. The sum rule fixes the total and says nothing about the sign of a single term.

Part (d) gives a second route. The enthalpy is made stationary in fields of $\pm5\times10^{-5}$ atomic units, and the forces are differenced. For $q=+1$ and $q=-1$ the derivatives $\partial F_\kappa/\partial\mathcal E$ agree with the table to all printed decimals, and the total force per field is $1.00000$ and $-1.00000$.

The force constants of the $q=+1$ cell have diagonal elements $0.0939$, $-0.0044$ and $-0.0180$ hartree/bohr² when the ion–ion sum over $G$ is converged; cutting it at $|G|\le 28\cdot2\pi/L$ gives $0.0962$, $-0.0032$ and $-0.0154$ instead. The negative ones show that this geometry is not a stable minimum, which neither rule requires. The largest row sum is $1.7\times10^{-8}$ hartree/bohr² in magnitude, zero to numerical accuracy.

With a corrugated background of $c=0.5$ placed at $x_{\rm b}=0$ and $q=+1$, the atomic charges become $1.07832$, $0.11528$ and $0.07889$. Their sum is $1.27249$ and the background has $Z^*_{\rm b}=-1.27249$. By part (e), $\partial X_{\rm el}/\partial x_{\rm b}=0.27249$: at this placement the electrons are carried some way along with the moving background. Size and sign depend on $x_{\rm b}$: at $x_{\rm b}=L/2$ the derivative is about $-0.43$ and the atomic sum about $0.57$.

The tensor form needs a second dimension. Take a square cell of side 6 bohr with three ions of charge 1 at $(2.0,2.0)$, $(3.4,2.3)$ and $(2.5,3.5)$ bohr. They act on two independent electrons through Gaussian wells of depth 2.0, 1.5 and 1.0 hartree and width (standard deviation) 0.8 bohr, so $q=+1$. Berry phases on a $5\times5$ mesh in 81 plane waves give

| Ion | $xx$ | $xy$ | $yx$ | $yy$ |
|---|---|---|---|---|
| 1 | $-0.113$ | $0.132$ | $0.135$ | $-0.177$ |
| 2 | $0.612$ | $-0.114$ | $-0.071$ | $0.123$ |
| 3 | $0.501$ | $-0.018$ | $-0.063$ | $1.053$ |

The first index is the dipole direction. A finer mesh and a larger basis move single entries by up to $0.001$. Within rounding the columns sum to $1,0,0,1$. The single tensors are neither diagonal nor symmetric; their sum is the unit matrix.

## (h) Correcting computed charges

**A calculation returns Born charges whose sum misses the rule slightly. Find the smallest correction, and the error made by imposing a zero sum on a charged cell.**

*Solution.* For each component, seek changes $\eta_\kappa$ that minimise $\sum_\kappa\eta_\kappa^2$ while $\sum_\kappa(Z^*_\kappa+\eta_\kappa)=q\,\delta_{\alpha\beta}$. With a multiplier $\mu$, stationarity gives $2\eta_\kappa=\mu$, the same for all $N_{\rm at}$ atoms. The constraint then fixes

$$\eta_{\alpha\beta}=-\frac1{N_{\rm at}}\Big(\sum_\kappa Z^*_{\kappa,\alpha\beta}-q\,\delta_{\alpha\beta}\Big).$$

If $q$ is left out, every diagonal element is shifted by a further $-q/N_{\rm at}$. In the $q=+1$ cell this is $-1/3$, and the charges become $0.8735$, $-0.4448$ and $-0.4287$. The second and third come out 4.0 and 4.5 times as large in magnitude as they should be. The shift per atom falls as $1/N_{\rm at}$ in a larger cell, but its sum stays $-q$: the forces computed from such charges add up to zero instead of $q\boldsymbol{\mathcal E}$, however large the cell.
